\section*{Landauer conductance from the Kubo formula for any cross-section, part 2}

When electrons pass from a metal silicide through a depletion layer into heavily doped silicon, where should the current be counted, and must the voltage profile be known? The Landauer formula asks neither question. We derive it twice from the Kubo formula to see why.

Non-interacting electrons have a lattice Hamiltonian $H$ of finite range. A finite region $C$ joins two semi-infinite leads, $L$ and $R$, through separate left and right surfaces. A cross-section is a real site function $P$ with
\begin{equation}
P=0 \ \text{on the left lead and left surface},\qquad
P=1 \ \text{on the right lead and right surface}.
\label{eq:P}
\end{equation}
Inside $C$ it may be a sharp cut or vary smoothly. $C$ may be enlarged by layers of the leads, so cuts may lie far inside them. The particle current towards the right is $J_P=(i/\hbar)[H,P]$. A second such function $Q$ describes the voltage profile. At the Fermi energy $E$, with both spins counted, the conductance at zero temperature is
\begin{equation}
\mathcal G=2e^2\pi\hbar\,\mathrm{Tr}[J_PDJ_QD],\qquad D=\delta(E-H).
\label{eq:kubo2}
\end{equation}
We call this the Kubo trace.

Let $H_C$, $H_L$ and $H_R$ be the blocks of $H$ on $C$ and the leads, $\tau_L$ the block from the left lead into $C$, and $g_L=(E+i\eta-H_L)^{-1}$, with $\eta\to0^+$. Then $\Sigma_L=\tau_Lg_L\tau_L^\dagger$ and $\Gamma_L=i(\Sigma_L-\Sigma_L^\dagger)$, and likewise for $R$. On $C$ the retarded Green function is $G=(E-H_C-\Sigma_L-\Sigma_R)^{-1}$. With $\Gamma=\Gamma_L+\Gamma_R$, the matrix $A=i(G-G^\dagger)$, which is $2\pi D$ on $C$, obeys
\begin{equation}
A=G\Gamma G^\dagger=G^\dagger\Gamma G .
\label{eq:A}
\end{equation}

The first derivation used this identity to reduce the Kubo trace to the surfaces, where $P$ and $Q$ are fixed. It gave the trace formula
\begin{equation}
\mathcal G=\frac{2e^2\pi\hbar}{4\pi^2}\,\frac{2T}{\hbar^2}
=\frac{2e^2}{h}\,T,\qquad
T=\mathrm{Tr}[\Gamma_LG\Gamma_RG^\dagger].
\label{eq:landauer}
\end{equation}
Exchanging $L$ and $R$ leaves $T$ unchanged. The second derivation starts again from \eqref{eq:kubo2} and uses scattering states.

\subsection{Moving a cross-section}

Let $|a\rangle$ be the scattering states at energy $E$, normalized so that $\langle a,E|b,E'\rangle=\delta_{ab}\delta(E-E')$. If there is no bound state at $E$, then $D=\sum_a|a\rangle\langle a|$ and
\begin{equation}
\mathrm{Tr}[J_PDJ_QD]=\sum_{ab}\langle a|J_P|b\rangle\langle b|J_Q|a\rangle .
\label{eq:sum}
\end{equation}
Let $P$ and $P'$ be two cross-sections. Their difference $F=P-P'$ vanishes outside a finite part of the system, so $\langle a|F|b\rangle$ is finite, and
\begin{equation}
\langle a|J_P-J_{P'}|b\rangle=\frac{i}{\hbar}\langle a|HF-FH|b\rangle
=\frac{i}{\hbar}(E-E)\langle a|F|b\rangle=0 .
\label{eq:move}
\end{equation}
Every current matrix element at equal energies is thus independent of the cross-section. The physical content is simple. The currents through two cuts differ by the rate at which charge accumulates between them, and in a stationary state this is zero.

The bounded support of $F$ is essential. If the argument were applied to $P$ itself, which equals 1 throughout an infinite lead, $\langle a|P|b\rangle$ would diverge at equal energies, and the product $0\times\infty$ would say nothing. The current comes from this divergence.

\subsection{The current matrix in the leads}

We now place the cut deep inside a lead, which is assumed periodic. Its propagating waves have the form $e^{ikn}$ from cell to cell, with $k$ the phase per cell. Normalization in energy requires the amplitude $(2\pi|dE/dk|)^{-1/2}$, and the wave advances by $(1/\hbar)\,dE/dk$ cells per unit time. Its particle current is therefore
\begin{equation}
\frac{1}{2\pi|dE/dk|}\,\frac1\hbar\frac{dE}{dk}=\pm\frac1h .
\end{equation}

Between two different lead waves the current element vanishes. Shifting the cut by one cell multiplies the element by $e^{i(k_2-k_1)}$, but by the argument of \eqref{eq:move} the shift changes nothing, so the element is zero unless $k_1=k_2$. Waves that share both $k$ and $E$ can be combined so that the current is diagonal among them. Evanescent waves decay into the lead. As the element does not depend on position, they cannot contribute to it at any depth.

A scattering state $|a\rangle$ has one incoming wave of unit amplitude and outgoing waves with amplitudes $S_{ba}$. It has the required normalization because a packet built from such states consists, in the remote past, of its incoming part, and time evolution preserves inner products. Let $\pi_L$ and $\pi_R$ project on the channels of the left and right leads, with $\pi_L+\pi_R=1$. In the left lead incoming waves move to the right and outgoing waves to the left. In the right lead it is the reverse. The matrices of the current towards the right are
\begin{equation}
hJ^{(L)}=\pi_L-S^\dagger\pi_LS,\qquad hJ^{(R)}=S^\dagger\pi_RS-\pi_R .
\label{eq:JLR}
\end{equation}
By \eqref{eq:move} they are equal. Rearranged, this equality reads $S^\dagger(\pi_L+\pi_R)S=\pi_L+\pi_R$, that is, $S^\dagger S=1$. The independence of the cross-section and the unitarity of scattering are the same statement. In each periodic lead as many channels move one way as the other at energy $E$, so $S$ is a square matrix, and $SS^\dagger=1$ follows.

\subsection{The trace over channels}

Both current matrices in \eqref{eq:sum} may now be taken as $J^{(L)}$, whatever $P$ and $Q$ were. Let $N_L$ be the number of open channels in the left lead, $r$ the block of $S$ from the left lead back to itself, and $t$ the block from left to right. Then
\begin{align}
h^2\,\mathrm{Tr}[J^{(L)}J^{(L)}]
&=\mathrm{Tr}\,\pi_L+\mathrm{Tr}[S^\dagger\pi_LSS^\dagger\pi_LS]-2\,\mathrm{Tr}[\pi_LS^\dagger\pi_LS]\nonumber\\
&=N_L+N_L-2\,\mathrm{Tr}\,r^\dagger r=2\,\mathrm{Tr}\,t^\dagger t .
\label{eq:channels}
\end{align}
The second term used $SS^\dagger=1$ and $\pi_L^2=\pi_L$. The last step used $\mathrm{Tr}\,r^\dagger r+\mathrm{Tr}\,t^\dagger t=N_L$, which is $S^\dagger S=1$ for electrons sent in from the left. With $\pi\hbar=h/2$,
\begin{equation}
\mathcal G=2e^2\,\frac h2\,\frac{2\,\mathrm{Tr}\,t^\dagger t}{h^2}=\frac{2e^2}{h}\,\mathrm{Tr}\,t^\dagger t .
\label{eq:ttdag}
\end{equation}

For a single channel on each side, with transmission probability $T$, the diagonal elements of $hJ$ are $T$ and $-T$, and the two off-diagonal elements have squared modulus $T(1-T)$ each. The sum is $2T^2+2T(1-T)=2T$. The diagonal elements alone would give a conductance proportional to $T^2$. The interference between waves sent in from the two sides supplies the rest.

\subsection{From amplitudes to the trace formula}

It remains to express $\mathrm{Tr}\,t^\dagger t$ through $G$. Let $\chi_a$ be the stationary waves of the isolated left lead, normalized in energy, so that $\sum_a\chi_a\chi_a^\dagger=\delta(E-H_L)$. Each consists of one incoming wave and its reflection at the end of the lead. Joining the lead to $C$ adds to $\chi_a$ the retarded response to the source $\tau_L\chi_a$. This response contains outgoing waves and no incoming ones, so the result is the scattering state with the same incoming wave. Its part on $C$ is $\psi_a=G\tau_L\chi_a$. Since $g_L-g_L^\dagger=-2\pi i\,\delta(E-H_L)$, we have $\Gamma_L=2\pi\,\tau_L\delta(E-H_L)\tau_L^\dagger$ and
\begin{equation}
\sum_{a\in L}\psi_a\psi_a^\dagger=\frac{1}{2\pi}\,G\Gamma_LG^\dagger .
\label{eq:AL}
\end{equation}

In the right lead the state is $\psi_R=g_R\tau_R^\dagger\psi$, driven by its value $\psi$ on $C$. From $i\hbar\dot\psi_R=H_R\psi_R+\tau_R^\dagger\psi$, the norm in the right lead grows at the rate
\begin{equation}
\frac{1}{i\hbar}\left(\psi_R^\dagger\tau_R^\dagger\psi-\psi^\dagger\tau_R\psi_R\right)
=\frac{1}{i\hbar}\,\psi^\dagger(\Sigma_R^\dagger-\Sigma_R)\psi
=\frac1\hbar\,\psi^\dagger\Gamma_R\psi .
\end{equation}
Summed over the states sent in from the left, with \eqref{eq:AL}, this is $\mathrm{Tr}[\Gamma_RG\Gamma_LG^\dagger]/h$. The same current is $\mathrm{Tr}\,t^\dagger t/h$, because each outgoing wave of unit amplitude carries $1/h$. Hence
\begin{equation}
\mathrm{Tr}\,t^\dagger t=\mathrm{Tr}[\Gamma_RG\Gamma_LG^\dagger],
\end{equation}
and \eqref{eq:ttdag} is the trace formula of the first derivation. It is written there with $L$ and $R$ exchanged, which was shown not to alter its value.

\subsection{What each derivation assumes}

Both derivations inherit the conditions of the Kubo formula: small voltage, no interaction between the electrons, and leads made infinite before the frequency goes to zero. Both exclude a bound state at $E$ and a band edge of a lead at $E$. Neither piece of algebra requires $H$ to be real, so magnetic phases on the bonds are allowed.

They differ in what they ask of the leads. The scattering derivation needs periodic leads with countable channels, a complete set of scattering states, and equal numbers of channels moving each way. In return it gives $T$ a meaning as a sum of probabilities. The Green-function derivation needs neither channels nor periodicity. It needs self-energies confined to two separate surfaces and the identity $A=G\Gamma G^\dagger$. A lead that is itself disordered is admitted, provided its surface Green function has a well-defined limit at $E$. The result can be trivial, however: in a chain with random site energies along its whole length the states are localized, $\Gamma$ tends to zero with $\eta$, and so does the conductance.

They also locate the independence of the cross-section differently. In the scattering derivation it is conservation of charge in a stationary state, and the cuts are moved into the leads. In the Green-function derivation the cuts stay where they are, and the trace is reduced to surfaces on which $P$ and $Q$ have fixed values.

The difference helps to see what fails when electrons exchange energy with lattice vibrations inside $C$. In the Green-function derivation a further self-energy acts in the interior, where $P$ is not fixed, and $A=G\Gamma G^\dagger$ with the leads alone no longer holds. In the scattering derivation the states no longer have a common energy, and the factor $E-E$ in \eqref{eq:move} is lost. Charge is still conserved, but the current is no longer given by this trace over the two leads alone.

\subsection{A silicide contact to n-type silicon}

We return to the contact of the opening, with rough typical values: a barrier $\phi=0.6$ eV above the Fermi level, doping $N=10^{20}\ \mathrm{cm^{-3}}$, relative permittivity 11.7, and six equal valleys of isotropic mass 0.32 electron masses, so that $\hbar^2/2m=0.119\ \mathrm{eV\,nm^2}$. The same mass is used in the metal, whose band starts 5 eV below the Fermi level. All valleys are treated as centred at zero transverse momentum. The Fermi level lies above the band edge of the bulk silicon by
\begin{equation}
\varepsilon_F=\frac{\hbar^2}{2m}\left(\frac{3\pi^2N}{6}\right)^{2/3}=0.074\ \mathrm{eV}.
\end{equation}
A uniform dopant charge gives a parabolic barrier of width
\begin{equation}
w=\sqrt{\frac{2\epsilon(\phi+\varepsilon_F)}{e^2N}}=2.95\ \mathrm{nm},
\end{equation}
with a field of 4.6 MV/cm at the interface.

The potential depends on depth $z$ alone, so transverse momentum is conserved and each value of it gives a chain. With sites 0.05 nm apart, the trace formula at normal incidence gives $T=7.57\times10^{-3}$, which is 1.1\% below the value from numerical integration of the continuum Schr\"odinger equation. The conductance of this one mode is $77.48\ \mu\mathrm S\times7.565\times10^{-3}=0.586\ \mu\mathrm S$. The Kubo trace, with $Q$ a cut at the interface, gives $0.586\ \mu\mathrm S$ for a counting cut in the metal at $-0.5$ nm, at the interface, in the barrier at 1.5 nm and in the bulk at 4.5 nm. It gives the same when $P$ follows the band bending.

At the Fermi level the energy left for motion along $z$ is $E_z=-\hbar^2k_\parallel^2/2m$, measured from the Fermi level. Since $d^2k_\parallel/4\pi^2$ becomes $m\,dE_z/2\pi\hbar^2$, the conductance per area is
\begin{equation}
\frac{\mathcal G}{\mathcal A}=6\,\frac{2e^2}{h}\,\frac{m}{2\pi\hbar^2}\int_{-\varepsilon_F}^{0}T(E_z)\,dE_z .
\end{equation}
For $T=1$ this is $6\times77.5\ \mu\mathrm S\times0.668\ \mathrm{eV^{-1}nm^{-2}}\times0.0744\ \mathrm{eV}=2.31\times10^{-5}\ \mathrm{S/nm^2}$, or a resistivity of $4.3\times10^{-10}\ \Omega\,\mathrm{cm^2}$. Numerical quadrature with the calculated $T(E_z)$ gives $1.1\times10^{-7}\ \Omega\,\mathrm{cm^2}$, or $11\ \Omega\,\mu\mathrm m^2$. The ratio of the two is a mean transmission of $0.0040$, about half the value at normal incidence.

The model's neglected effects can be sized one at a time, the other settings being held fixed. The resistivity is multiplied by 0.76 at 300 K, by 0.57 with the image force, and by 0.55 when evanescent waves in the gap follow a two-band dispersion with a gap of 1.12 eV. It is multiplied by 1.69 when the electrons that spill into the depletion layer are included in the Thomas--Fermi approximation. The last three together give 0.63. A metal band 10 eV deep gives 1.37. These factors belong to the lattice with sites 0.05 nm apart. In the continuum limit the image force gives 0.56, the last three effects together 0.62, and the deeper metal band 1.35. The image potential diverges at the interface, so the band edge is cut off there at the bottom of the metal band, $-5$ eV; a cut-off at $-0.5$ eV or $-50$ eV turns 0.56 into 0.58 or 0.55. The image potential is set to zero 3 nm beyond the depletion layer. If this point is moved 6 nm deeper into the silicon, 0.56 becomes 0.53 and 0.62 becomes 0.58, and at 40 nm beyond the layer they are 0.51 and 0.56. The Thomas--Fermi approximation is stretched here, because its screening length of 0.6 nm is far below the Fermi wavelength of 8 nm. A self-consistent Schr\"odinger--Poisson profile for the silicon electrons gives about 1.36 in place of 1.69, and 0.51 in place of 0.62. Valleys with masses 0.92 and 0.19 on a (100) face give 0.31 if the metal is given the mass of each valley along $z$, and 99.9\% of the current then passes through the four valleys that are light along $z$, because the tunnelling exponent grows as the square root of that mass. If the metal keeps the isotropic mass 0.32, with $\psi$ and $\psi'/m$ continuous at the interface, the factor is 0.26.

Real contacts of this kind have resistivities of very roughly $10^{-8}$ to $10^{-7}\ \Omega\,\mathrm{cm^2}$, and lower values are reached with heavier doping. The barrier and doping used here are ordinary, while the band depth and mass of the metal are not taken from any silicide. The barrier height itself matters strongly: 0.5, 0.65 and 0.85 eV multiply the resistivity by 0.40, 1.6 and 11. Of the neglected effects sized above, the anisotropy of the mass moves the number most, by a factor of three to four. That estimate is itself uncertain, since the four light valleys of a real (100) face lie at finite transverse momentum, and the metal must offer states there. The smooth barrier is also doubtful: the typical dopant spacing $N^{-1/3}$ is 2.15 nm, not much less than the barrier width, so the charge in the barrier is far from uniform. The calculated resistivity is therefore only an order-of-magnitude estimate. The freedom to choose the cross-section does not depend on these values, because it rests on $H$ being a one-particle Hamiltonian with two leads.
